# Fixed-Spin-Moment Energy of a Stoner Model and Its Metamagnetic Double Minimum: verification in Python

```python
"""Fixed-spin-moment energy of a Stoner model.
Result under test: E(M) = sum over spins of the filled band energy - I M^2/4
has curvature (1 - I n)/(2 n) at M = 0, with n the density of states (DOS)
per spin at the Fermi level; a DOS valley there can give a second minimum at
finite M although I n < 1.
M: moment in Bohr magnetons per atom; I: Stoner parameter; W: half band width;
x: upper chemical potential of the half-filled symmetric band; u = (x/W)^2;
H: field energy mu_B*B. Energies are in hartree (Ha) per atom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def integrate(function, a, b):
    """Gauss-Legendre quadrature, exact for the polynomial DOS used here."""
    points = 0.5 * (b - a) * NODES + 0.5 * (a + b)
    return 0.5 * (b - a) * np.dot(WEIGHTS, function(points))


def chemical_potential(dos, bottom, top, electrons):
    if electrons <= 0:
        return bottom
    if electrons >= integrate(dos, bottom, top) - 1e-14:
        return top
    return brentq(lambda e: integrate(dos, bottom, e) - electrons,
                  bottom, top, xtol=1e-16, rtol=1e-14)


def fixed_moment(dos, bottom, top, electrons, moment, stoner):
    """Energy and both chemical potentials by direct filling of the bands."""
    mu_up = chemical_potential(dos, bottom, top, (electrons + moment) / 2)
    mu_down = chemical_potential(dos, bottom, top, (electrons - moment) / 2)
    band = sum(integrate(lambda e: e * dos(e), bottom, mu)
               for mu in (mu_up, mu_down))
    return band - stoner * moment**2 / 4, mu_up, mu_down


# ---- The symmetric model band with a valley at the Fermi level ----
W = 0.1
n0 = 5 / (16 * W)


def model_dos(e):
    t2 = (e / W)**2
    return n0 * (1 + 14 * t2) * (1 - t2)**2


def model_energy(moment, stoner):
    return fixed_moment(model_dos, -W, W, 1.0, moment, stoner)[0]


def mean_dos(u):
    return n0 * (1 + 4*u - 27*u**2/5 + 2*u**3)


def moment_of_u(u):
    return 2 * W * np.sqrt(u) * mean_dos(u)


def energy_of_u(u, stoner):
    band = n0 * W**2 * (u + 6*u**2 - 9*u**3 + 3.5*u**4)
    return band - stoner * moment_of_u(u)**2 / 4


# ---- General formulas on an asymmetric DOS, Fermi level in and off valley ----
def skew_dos(e):
    return 0.5 + 0.3 * e + 0.6 * e**2


I_test = 0.7
for fermi in (-0.25, 0.4):
    electrons = 2 * integrate(skew_dos, -1, fermi)

    def skew(m):
        return fixed_moment(skew_dos, -1, 1, electrons, m, I_test)

    step = 1e-3
    for m in (0.0, 0.3):
        below, (here, up, down), above = skew(m-step)[0], skew(m), skew(m+step)[0]
        slope = (up - down - I_test * m) / 2
        curvature = (1/skew_dos(up) + 1/skew_dos(down)) / 4 - I_test / 2
        assert abs((above - below) / (2*step) - slope) < 1e-5
        assert abs((above - 2*here + below) / step**2 - curvature) < 1e-4

    def slope_from_mean_dos(m):
        _, up, down = skew(m)
        average = integrate(skew_dos, down, up) / (up - down)
        return m * (1 / average - I_test) / 2

    integral = quad(slope_from_mean_dos, 0, 0.3)[0]
    assert abs(integral - (skew(0.3)[0] - skew(0.0)[0])) < 1e-9


def quartic_formula(n, n1, n2):
    return (3 * n1**2 - n * n2) / (192 * n**5)


def quartic_numeric(dos, bottom, top, fermi, m):
    """Extrapolated remainder of the energy after the quadratic term."""
    electrons = 2 * integrate(dos, bottom, fermi)
    start = fixed_moment(dos, bottom, top, electrons, 0, 0)[0]
    r = [(fixed_moment(dos, bottom, top, electrons, q, 0)[0] - start
          - q**2 / (4 * dos(fermi))) / q**4 for q in (m, m/2)]
    return (4 * r[1] - r[0]) / 3


signs = []
for fermi in (-0.25, 0.4):
    expected = quartic_formula(skew_dos(fermi), 0.3 + 1.2*fermi, 1.2)
    found = quartic_numeric(skew_dos, -1, 1, fermi, 0.04)
    assert abs(found / expected - 1) < 2e-3
    signs.append(np.sign(found))
assert signs == [-1, 1]
quartic = quartic_formula(n0, 0, 24 * n0 / W**2)
assert abs(quartic_numeric(model_dos, -W, W, 0.0, 0.01) / quartic - 1) < 2e-3

# ---- Closed forms of the model against direct band filling ----
assert abs(integrate(model_dos, -W, W) - 1) < 1e-12
E0 = model_energy(0, 0)
for u in (0.05, 0.3, 0.6, 0.9):
    for stoner in (0.0, 0.18):
        direct = model_energy(moment_of_u(u), stoner) - E0
        assert abs(direct - energy_of_u(u, stoner)) < 1e-11

grid = np.linspace(0, 1, 401)
band_grid = np.array([model_energy(m, 0) for m in grid]) - E0


def scan(stoner):
    return band_grid - stoner * grid**2 / 4


def interior_minima(stoner):
    e = scan(stoner)
    return int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:])))


# ---- Thresholds in the Stoner parameter ----
u_appear = (10.8 - np.sqrt(10.8**2 - 96)) / 12
I_appear = 1 / mean_dos(u_appear)
u_equal = (3.6 - np.sqrt(3.6**2 - 12)) / 3
I_equal = 1 / mean_dos(u_equal)
I_saturate = 2 * W
I_stoner = 1 / n0
assert interior_minima(0.995 * I_appear) == 0
assert interior_minima(1.005 * I_appear) == 1
assert scan(0.995 * I_equal)[200:].min() > 0
assert scan(1.005 * I_equal)[200:].min() < 0


def energies_near_saturation(stoner):
    """E(M) - E(1) for moments just below 1, spaced logarithmically because
    the vanishing DOS at the band edge puts the minimum very close to M = 1."""
    full = model_energy(1.0, stoner)
    return np.array([model_energy(1 - gap, stoner) - full
                     for gap in np.geomspace(1e-7, 1e-2, 101)])


assert energies_near_saturation(0.99 * I_saturate).min() < -1e-10
assert energies_near_saturation(1.01 * I_saturate).min() > 0
assert model_energy(0.01, 0.99 * I_stoner) > E0
assert model_energy(0.01, 1.01 * I_stoner) < E0


# ---- Barrier and outer minimum ----
def stationary_u(stoner):
    roots = np.roots([2, -27/5, 4, 1 - 1/(stoner * n0)])
    return sorted(r.real for r in roots if abs(r.imag) < 1e-10 and 0 < r.real < 1)


cases = {}
for stoner in (0.18, 0.19):
    u_barrier, u_min = stationary_u(stoner)
    top = minimize_scalar(lambda m: -model_energy(m, stoner), bounds=(0.3, 0.8),
                          method="bounded", options={"xatol": 1e-9})
    low = minimize_scalar(lambda m: model_energy(m, stoner), bounds=(0.8, 1.0),
                          method="bounded", options={"xatol": 1e-9})
    assert abs(top.x - moment_of_u(u_barrier)) < 1e-5
    assert abs(low.x - moment_of_u(u_min)) < 1e-5
    assert mean_dos(u_barrier + 1e-4) > mean_dos(u_barrier - 1e-4)
    assert mean_dos(u_min + 1e-4) < mean_dos(u_min - 1e-4)
    cases[stoner] = (u_barrier, u_min)
assert energy_of_u(cases[0.18][1], 0.18) > 0 > energy_of_u(cases[0.19][1], 0.19)
I_strong = 0.35
assert np.all(np.diff(scan(I_strong)) < 0)


# ---- Ordinary self-consistency with one common Fermi level ----
def self_consistent_moment(start, stoner, field=0.0):
    m = start
    for _ in range(400):
        shift = stoner * m / 2 + field

        def filled(fermi, sign):
            return integrate(model_dos, -W, np.clip(fermi + sign*shift, -W, W))

        fermi = brentq(lambda e: filled(e, 1) + filled(e, -1) - 1,
                       -3*W, 3*W, xtol=1e-15)
        new = filled(fermi, 1) - filled(fermi, -1)
        if abs(new - m) < 1e-13:
            return new
        m = new
    return m


I_field = 0.18
M_barrier, M_outer = (moment_of_u(u) for u in cases[I_field])
scf_low = self_consistent_moment(0.97 * M_barrier, I_field)
scf_high = self_consistent_moment(1.03 * M_barrier, I_field)
assert abs(scf_low) < 1e-8 and abs(scf_high - M_outer) < 1e-8
susceptibility = 2 * n0 / (1 - I_field * n0)
response = self_consistent_moment(0.0, I_field, 1e-5) / 1e-5
assert abs(response / susceptibility - 1) < 1e-4


# ---- Field-driven transition at I = 0.18 Ha ----
def field_at(x):
    return x - I_field * moment_of_u((x / W)**2) / 2


x_peak = W * np.sqrt(2 / 7)
x_low_end = brentq(lambda x: model_dos(x) - 1/I_field, 0, x_peak)
x_high_end = brentq(lambda x: model_dos(x) - 1/I_field, x_peak, W)
H_end = field_at(x_low_end)


def branches(field):
    return (brentq(lambda x: field_at(x) - field, 0, x_low_end, xtol=1e-15),
            brentq(lambda x: field_at(x) - field, x_high_end, W, xtol=1e-15))


def branch_difference(field):
    g = [energy_of_u((x/W)**2, I_field) - field * moment_of_u((x/W)**2)
         for x in branches(field)]
    return g[1] - g[0]


H_c = brentq(branch_difference, 0, 0.999 * H_end, xtol=1e-15)
M_before, M_after = (moment_of_u((x/W)**2) for x in branches(H_c))
assert grid[np.argmin(scan(I_field) - 0.98 * H_c * grid)] < 0.2
assert grid[np.argmin(scan(I_field) - 1.02 * H_c * grid)] > 0.8
# Beyond the end of the low branch no local minimum at small moment is left.
for factor, survives in ((0.98, True), (1.02, False)):
    tilted = (scan(I_field) - factor * H_end * grid)[:240]
    inner = (tilted[1:-1] < tilted[:-2]) & (tilted[1:-1] < tilted[2:])
    assert bool(inner.any()) == survives

# ---- Printed numbers ----
hartree_J = constants.physical_constants["Hartree energy"][0]
bohr_magneton = constants.physical_constants["Bohr magneton"][0]
hartree_meV = 1000 * hartree_J / constants.e
print(f"half band width W = {W:.3f} Ha")
print(f"DOS per spin at Fermi level n = {n0:.4f} states/Ha")
print(f"DOS peaks at energies +/- {x_peak:.5f} Ha")
print(f"DOS per spin at the peaks = {model_dos(x_peak):.4f} states/Ha")
print(f"largest mean DOS = {mean_dos(u_appear):.4f} states/Ha")
print(f"u at largest mean DOS = {u_appear:.5f}")
print(f"moment where outer minimum appears = {moment_of_u(u_appear):.4f} mu_B")
print(f"I where outer minimum appears = {I_appear:.5f} Ha")
print(f"u at equal energies = {u_equal:.5f}")
print(f"moment at equal energies = {moment_of_u(u_equal):.4f} mu_B")
print(f"I at equal energies = {I_equal:.5f} Ha")
print(f"I n at equal energies = {I_equal * n0:.4f}")
print(f"I where outer minimum saturates = {I_saturate:.5f} Ha")
print(f"I where M=0 becomes unstable = {I_stoner:.5f} Ha")
print(f"Landau quartic coefficient = {quartic:.5f} Ha/mu_B^4")
for stoner, (ub, um) in cases.items():
    print(f"I = {stoner:.2f} Ha: I n = {stoner * n0:.4f}")
    print(f"  Landau quadratic coefficient = {(1/n0 - stoner)/4:.5f} Ha/mu_B^2")
    print(f"  barrier: u = {ub:.5f}, M = {moment_of_u(ub):.4f} mu_B")
    print(f"  barrier energy E-E(0) = {energy_of_u(ub, stoner):.6f} Ha")
    print(f"  outer minimum: u = {um:.5f}, M = {moment_of_u(um):.4f} mu_B")
    e_min = energy_of_u(um, stoner)
    print(f"  minimum energy E-E(0) = {e_min:.6f} Ha = {e_min*hartree_meV:.2f} meV")
print(f"I = {I_strong:.2f} Ha: I n = {I_strong * n0:.4f}")
print(f"  lowest energy at M = {grid[scan(I_strong).argmin()]:.4f} mu_B")
print(f"  E-E(0) there = {scan(I_strong).min():.6f} Ha")
print("M (mu_B); E-E(0) in Ha for I = 0.18, 0.19, 0.35 Ha")
for k in range(0, 401, 40):
    print(f"  {grid[k]:.1f}  " + "  ".join(
        f"{scan(s)[k]:+.6f}" for s in (0.18, 0.19, I_strong)))
print(f"SCF at I=0.18 Ha from M = {0.97*M_barrier:.4f}: {abs(scf_low):.4f} mu_B")
print(f"SCF at I=0.18 Ha from M = {1.03*M_barrier:.4f}: {scf_high:.4f} mu_B")
print(f"Stoner enhancement at I=0.18 Ha = {1/(1 - I_field*n0):.4f}")
print(f"susceptibility dM/dH at I=0.18 Ha = {susceptibility:.4f} mu_B/Ha")
print(f"transition field energy H_c = {H_c:.6f} Ha")
print(f"transition field B_c = {H_c * hartree_J / bohr_magneton:.0f} T")
print(f"moment jumps from {M_before:.4f} to {M_after:.4f} mu_B")
print(f"low branch ends at H = {H_end:.6f} Ha")
print("checks complete")
```

Printed output:

```
half band width W = 0.100 Ha
DOS per spin at Fermi level n = 3.1250 states/Ha
DOS peaks at energies +/- 0.05345 Ha
DOS per spin at the peaks = 7.9719 states/Ha
largest mean DOS = 5.9408 states/Ha
u at largest mean DOS = 0.52141
moment where outer minimum appears = 0.8580 mu_B
I where outer minimum appears = 0.16833 Ha
u at equal energies = 0.87340
moment at equal energies = 0.9970 mu_B
I at equal energies = 0.18748 Ha
I n at equal energies = 0.5859
I where outer minimum saturates = 0.20000 Ha
I where M=0 becomes unstable = 0.32000 Ha
Landau quartic coefficient = -0.40960 Ha/mu_B^4
I = 0.18 Ha: I n = 0.5625
  Landau quadratic coefficient = 0.03500 Ha/mu_B^2
  barrier: u = 0.30768, M = 0.6163 mu_B
  barrier energy E-E(0) = 0.003060 Ha
  outer minimum: u = 0.78766, M = 0.9861 mu_B
  minimum energy E-E(0) = 0.001843 Ha = 50.14 meV
I = 0.19 Ha: I n = 0.5938
  Landau quadratic coefficient = 0.03250 Ha/mu_B^2
  barrier: u = 0.24438, M = 0.5204 mu_B
  barrier energy E-E(0) = 0.002258 Ha
  outer minimum: u = 0.89976, M = 0.9985 mu_B
  minimum energy E-E(0) = -0.000627 Ha = -17.06 meV
I = 0.35 Ha: I n = 1.0938
  lowest energy at M = 1.0000 mu_B
  E-E(0) there = -0.040625 Ha
M (mu_B); E-E(0) in Ha for I = 0.18, 0.19, 0.35 Ha
  0.0  +0.000000  +0.000000  +0.000000
  0.1  +0.000316  +0.000291  -0.000109
  0.2  +0.001019  +0.000919  -0.000681
  0.3  +0.001787  +0.001562  -0.002038
  0.4  +0.002438  +0.002038  -0.004362
  0.5  +0.002876  +0.002251  -0.007749
  0.6  +0.003056  +0.002156  -0.012244
  0.7  +0.002967  +0.001742  -0.017858
  0.8  +0.002634  +0.001034  -0.024566
  0.9  +0.002149  +0.000124  -0.032276
  1.0  +0.001875  -0.000625  -0.040625
SCF at I=0.18 Ha from M = 0.5978: 0.0000 mu_B
SCF at I=0.18 Ha from M = 0.6348: 0.9861 mu_B
Stoner enhancement at I=0.18 Ha = 2.2857
susceptibility dM/dH at I=0.18 Ha = 14.2857 mu_B/Ha
transition field energy H_c = 0.001887 Ha
transition field B_c = 887 T
moment jumps from 0.0274 to 0.9931 mu_B
low branch ends at H = 0.007818 Ha
checks complete
```
